# Photon-number-dependent displacement and the levels of the undriven radiation-pressure Hamiltonian

**Q.** Light in a cavity pushes on a mechanical element, and the moving element changes the cavity frequency. That is a nonlinear problem with feedback. Why should it have simple energy levels? Begin with the Hamiltonian, and say what has been left out of it.

**A.** Take one optical mode with annihilation operator \(a\) and photon number \(N=a^\dagger a\), and one mechanical mode with operator \(b\), mass \(m_{\rm eff}\) and angular frequency \(\omega_m\). The cavity frequency depends on the displacement \(x\). To first order,

\[
\omega_c(x)\simeq\omega_c-Gx,\qquad x=x_{\rm zpf}(b+b^\dagger),\qquad x_{\rm zpf}=\sqrt{\frac{\hbar}{2m_{\rm eff}\omega_m}} .
\]

The optical energy is \(\hbar\omega_c(x)N\). Adding the mechanical energy and defining the vacuum coupling \(g_0=Gx_{\rm zpf}\) gives

\[
H=\hbar\omega_cN+\hbar\omega_m b^\dagger b-\hbar g_0N(b+b^\dagger).
\]

All frequencies in formulas are angular, and the constant \(\hbar\omega_m/2\) is dropped. There is no drive and no loss. Two further terms are missing: the curvature of \(\omega_c(x)\), and terms that create or destroy photons in pairs. Both are estimated below.

**Q.** The optical vacuum also has energy \(\hbar\omega_c(x)/2\). Doesn't it push too?

**A.** Yes, with a constant force \(\hbar G/2\). I measure \(x\) from the equilibrium position with zero photons, and \(\omega_c\) is the frequency there. That choice absorbs the vacuum force.

**Q.** The interaction is still a product of three operators. What makes it tractable?

**A.** \(N\) commutes with itself and with \(b\), so \([H,N]=0\). Within the sector of \(n\) photons, \(N\) is a number:

\[
H_n=\hbar\omega_cn+\hbar\omega_mb^\dagger b-\hbar g_0n(b+b^\dagger).
\]

The last term equals \(-n\hbar G\,x\). Each sector is therefore a harmonic oscillator under a constant force \(n\hbar G\). Such a force moves the equilibrium and leaves the stiffness alone. The feedback is present, but it cannot change \(n\).

**Q.** The equilibrium then differs from sector to sector. Can one transformation treat them all?

**A.** Let the displacement depend on the photon-number operator:

\[
U=e^{\beta NK},\qquad K=b^\dagger-b,
\]

with \(\beta\) real and still to be chosen. Since \(K^\dagger=-K\), \(U\) is unitary and \(U^\dagger=e^{-\beta NK}\). To find its action on \(b\), define \(b(s)=e^{-sNK}\,b\,e^{sNK}\) and differentiate:

\[
\frac{db(s)}{ds}=e^{-sNK}\,(bNK-NKb)\,e^{sNK}
=e^{-sNK}\,N[b,K]\,e^{sNK}.
\]

Here \([b,K]=[b,b^\dagger]-[b,b]=1\), and \(N\) commutes with the exponentials. Hence \(db/ds=N\). With \(b(0)=b\), integration to \(s=\beta\) gives

\[
U^\dagger bU=b+\beta N,\qquad U^\dagger b^\dagger U=b^\dagger+\beta N .
\]

**Q.** You have moved the mechanics by an amount containing photon operators. Surely the photon operator changes as well.

**A.** It does. From \(aN=(N+1)a\), repeated use gives \(aN^p=(N+1)^pa\), so for the power series of the exponential

\[
a\,e^{\beta NK}=e^{\beta(N+1)K}a .
\]

Multiplying from the left by \(e^{-\beta NK}\) yields

\[
U^\dagger aU=e^{\beta K}a .
\]

Removing a photon in the new description also displaces the oscillator. The photon number itself is unchanged, because \(N\) commutes with \(NK\). As \(H\) contains the optical operators only through \(N\), the dressing of \(a\) does not appear in it.

**Q.** Then substitute, and keep the signs visible.

**A.** The mechanical term becomes

\[
\hbar\omega_m(b^\dagger+\beta N)(b+\beta N)
=\hbar\omega_m\left[b^\dagger b+\beta N(b+b^\dagger)+\beta^2N^2\right].
\]

The interaction becomes

\[
-\hbar g_0N(b+b^\dagger+2\beta N)
=-\hbar g_0N(b+b^\dagger)-2\hbar g_0\beta N^2 .
\]

Collecting terms,

\[
U^\dagger HU=\hbar\omega_cN+\hbar\omega_mb^\dagger b
+\hbar(\omega_m\beta-g_0)N(b+b^\dagger)
+\hbar(\omega_m\beta^2-2g_0\beta)N^2 .
\]

The linear term vanishes for \(\beta=g_0/\omega_m\). The last bracket is then \(g_0^2/\omega_m-2g_0^2/\omega_m=-g_0^2/\omega_m\), and

\[
U^\dagger HU=\hbar\omega_cN+\hbar\omega_mb^\dagger b-\hbar\frac{g_0^2}{\omega_m}N^2 .
\]

This is diagonal in the number states \(|n,m\rangle\), with

\[
E(n,m)=\hbar\omega_cn+\hbar\omega_mm-\hbar\frac{g_0^2}{\omega_m}n^2 .
\]

Relative to the uncoupled level with the same \(n\) and \(m\), \(n\) photons lower the energy by \(\hbar n^2g_0^2/\omega_m\). Without \(\hbar\), the expression \(n^2g_0^2/\omega_m\) is an angular frequency. Reversing the sign of \(g_0\) reverses the displacement and leaves the energies alone.

**Q.** Have you found all the levels, or just a convenient family?

**A.** All of them. Acting with \(H\) on \(U|n,m\rangle\) gives

\[
HU|n,m\rangle=U(U^\dagger HU)|n,m\rangle=E(n,m)\,U|n,m\rangle .
\]

The states \(|n,m\rangle\) form a complete orthonormal set, and a unitary operator maps such a set to another. The eigenstates are

\[
U|n,m\rangle=|n\rangle\otimes D(n\beta)|m\rangle,\qquad D(\alpha)=e^{\alpha(b^\dagger-b)} .
\]

So \(m\) counts vibrations about the displaced equilibrium, and differs from the bare phonon number \(b^\dagger b\).

**Q.** I would like a check that does not use your transformation.

**A.** Treat \(-\hbar g_0n(b+b^\dagger)\) by second-order perturbation theory within one photon sector. It connects \(m\) to \(m+1\) with squared matrix element \(\hbar^2g_0^2n^2(m+1)\) and energy denominator \(-\hbar\omega_m\). It connects \(m\) to \(m-1\) with \(\hbar^2g_0^2n^2m\) and denominator \(+\hbar\omega_m\). The shift is

\[
\Delta E=\frac{\hbar g_0^2n^2}{\omega_m}\left[-(m+1)+m\right]=-\frac{\hbar g_0^2n^2}{\omega_m}.
\]

The first-order shift is zero. The second-order result already equals the full one, and the dependence on \(m\) cancels.

That agreement could be suspected of needing weak coupling, so consider \(g_0/\omega_m=0.4\). Numerical diagonalisation of the photon sectors in a basis of 60 bare phonon states gives lowerings of 0, 0.16, 0.64 and 1.44 in units of \(\hbar\omega_m\) for \(n=0,1,2,3\). These are \(0.4^2n^2\), although the last exceeds a whole mechanical quantum.

**Q.** Why \(n^2\)? Each photon exerts the same force, so I would have guessed a lowering proportional to \(n\).

**A.** The force grows as \(n\), and so does the distance the oscillator yields. The energy released is half their product. For a spring of stiffness \(k=m_{\rm eff}\omega_m^2\) under force \(F=n\hbar G\), minimising \(\tfrac12kx^2-Fx\) gives \(x=F/k\) and

\[
E_{\min}=-\frac{F^2}{2k}=-\frac{n^2\hbar^2G^2}{2m_{\rm eff}\omega_m^2}.
\]

Using \(G^2=g_0^2/x_{\rm zpf}^2=2m_{\rm eff}\omega_mg_0^2/\hbar\), this becomes \(-\hbar n^2g_0^2/\omega_m\), as before.

**Q.** But stretching a spring costs energy. Where does the lowering reside?

**A.** In the optical energy, which falls by twice what the spring gains. Take the eigenstate with \(m=0\). Since \(D^\dagger(\alpha)bD(\alpha)=b+\alpha\), with \(\alpha=n\beta\),

\[
\langle b+b^\dagger\rangle=2n\beta,\qquad \langle b^\dagger b\rangle=n^2\beta^2 .
\]

The mechanical energy rises by \(\hbar\omega_mn^2\beta^2=+\hbar n^2g_0^2/\omega_m\). The interaction contributes \(-\hbar g_0n(2n\beta)=-2\hbar n^2g_0^2/\omega_m\). The sum is the lowering.

**Q.** Suppose I place one photon in the cavity while the oscillator is still in its undisplaced ground state. Is the energy lowered at that moment?

**A.** Its mean is not. In \(|1\rangle\otimes|0\rangle\), \(\langle b+b^\dagger\rangle=0\), so the mean energy is \(\hbar\omega_c\). This state is a superposition of the displaced levels. Seen from the new equilibrium it is \(D(-\beta)|0\rangle\), which satisfies \(bD(-\beta)|0\rangle=-\beta D(-\beta)|0\rangle\). Its number-state amplitudes therefore obey \(\sqrt{j+1}\,c_{j+1}=-\beta c_j\), and normalisation gives

\[
|c_j|^2=e^{-\beta^2}\frac{\beta^{2j}}{j!}.
\]

The mean number of displaced phonons is \(\beta^2\). Their energy \(\hbar\omega_m\beta^2=\hbar g_0^2/\omega_m\) compensates the lowering of the one-photon ground level. The oscillator swings about its new equilibrium and, without loss, does not settle there.

**Q.** What would a spectrum show? One does not measure the total energy of \(n\) photons.

**A.** Level differences are the relevant quantities. Adding a photon at fixed \(m\) costs

\[
E(n+1,m)-E(n,m)=\hbar\omega_c-\hbar\frac{g_0^2}{\omega_m}(2n+1),
\]

because \((n+1)^2-n^2=2n+1\). Each successive line lies lower than the previous one by \(2g_0^2/\omega_m\) in angular frequency. Transitions that also change \(m\) add sidebands at multiples of \(\omega_m\). For the first photon and \(m=0\) their weights are the \(|c_j|^2\) above, so the central line is lowered while the centre of gravity of the spectrum stays at \(\omega_c\). The mechanical mode thus gives the light an effective photon–photon interaction.

**Q.** A real structure has many mechanical modes. Does one of them own the formula?

**A.** No. For independent modes \(j\) coupled linearly to the same \(N\), each force can be removed by its own displacement \(\beta_j=g_j/\omega_j\). These displacements commute, so the lowering is

\[
\hbar n^2\sum_j\frac{g_j^2}{\omega_j}.
\]

A slow mode can matter even when its coupling is modest, because its frequency stands in the denominator.

**Q.** There is something alarming here. For large \(n\), \(-n^2\) beats \(+n\), and the energy has no lower bound.

**A.** That is a defect of the linearised frequency. For \(m=0\) the energy stops rising where \(\omega_c-2ng_0^2/\omega_m=0\), at

\[
n_{\rm turn}=\frac{\omega_c\omega_m}{2g_0^2}.
\]

The static displacement there is

\[
x=2x_{\rm zpf}\frac{g_0}{\omega_m}n_{\rm turn}=x_{\rm zpf}\frac{\omega_c}{g_0}=\frac{\omega_c}{G},
\]

which makes \(\omega_c-Gx=0\). A cavity frequency pushed to zero lies far outside a first-order expansion. The formula is meant for displacements much smaller than \(\omega_c/G\).

**Q.** Put numbers to it. Is this effect visible in silicon photonics?

**A.** Consider a silicon photonic-crystal nanobeam with rough typical values: wavelength 1550 nm, mechanical frequency 5.0 GHz, \(g_0/2\pi=1.0\) MHz, effective mass 100 fg and optical quality factor \(4\times10^5\). The one-photon lowering, divided by \(h\), is

\[
\frac{(1.0\ \text{MHz})^2}{5.0\ \text{GHz}}=200\ \text{Hz},
\]

or \(8.3\times10^{-13}\) eV. For two and three photons it is 800 and 1800 Hz.

The zero-point amplitude is 4.1 fm and \(g_0/\omega_m=2.0\times10^{-4}\), so one photon displaces the equilibrium by

\[
2(4.1\ \text{fm})(2.0\times10^{-4})=1.6\ \text{am}.
\]

The spring picture agrees: a force of 161.7 fN on a stiffness of \(9.87\times10^4\) N/m gives \(F^2/2k=1.325\times10^{-31}\) J, which is \(h\times200\) Hz.

For 1000 photons the total lowering is \(2\times10^8\) Hz. That is not the shift of the line. Adding the next photon costs less by \(2001\times200\) Hz, about 0.4 MHz.

**Q.** And how wide is the line?

**A.** 484 MHz. The one-photon lowering is \(4\times10^{-7}\) of the linewidth, so it cannot be resolved as a separate line in this example. The lossless assumption is also poor in time. The linewidth is 0.097 of the mechanical frequency, so the photon energy decays by a factor \(e\) in \(1/(2\pi\times0.097)\approx1.6\) mechanical periods. The levels describe the closed system, whereas in the device a photon lasts, on average, for less than two mechanical periods.

**Q.** At room temperature the beam is shaking. Does that wash out the lowering?

**A.** Within the model the lowering is the same for every \(m\), so a thermal mixture leaves it unchanged. The instantaneous cavity frequency does wander. Its rms spread is \(g_0\sqrt{2\bar m+1}\), where \(\bar m\) is the thermal phonon number, since \(\langle(b+b^\dagger)^2\rangle=2\bar m+1\). At 300 K, \(\bar m\approx1250\) and the spread is 50 MHz in ordinary frequency; at 4 K, \(\bar m\approx16\) and it is 5.8 MHz. Both far exceed 200 Hz, but they do not smear the line. The motion oscillates at 5 GHz, ten times the optical linewidth, so the spread appears as sidebands at \(\pm5\) GHz with total weight about \(\beta^2(2\bar m+1)\), which is \(10^{-4}\) at 300 K. The central line keeps its 200 Hz lowering and its 484 MHz width.

**Q.** Now return to the two terms you dropped. Do they compete with 200 Hz?

**A.** For the curvature, take a length-like law as a scale:

\[
\frac{\omega_c}{1+x/L}=\omega_c-\omega_c\frac{x}{L}+\omega_c\frac{x^2}{L^2}-\cdots
\]

Then \(G=\omega_c/L\) and \(x_{\rm zpf}/L=g_0/\omega_c\). For one photon the quadratic term is \(\hbar(g_0^2/\omega_c)(b+b^\dagger)^2\). At first order, with \(\beta\ll1\), it raises the level by \(\hbar(2m+1)g_0^2/\omega_c\).

For the pair terms, the field energy varies as \((a+a^\dagger)^2\) when one field quadrature is modulated. This supplies the extra interaction

\[
V=-\frac{\hbar g_0}{2}(a^2+a^{\dagger2})(b+b^\dagger).
\]

From \(n=0\) or \(n=1\), \(V\) can only add two photons. The squared factors from \(a^{\dagger2}\) are 2 and 6. At second order, each shift is \(-\hbar g_0^2/4\) times that factor times

\[
S=\frac{m+1}{2\omega_c+\omega_m}+\frac{m}{2\omega_c-\omega_m}.
\]

The one-photon transition changes by the difference, \(-\hbar g_0^2S(6-2)/4=-\hbar g_0^2S\). For \(\omega_c\gg\omega_m\) this is about \(-\hbar(2m+1)g_0^2/(2\omega_c)\).

Averaged over the thermal phonons at 300 K, the two corrections are about \(+13\) Hz and \(-6.5\) Hz, a few per cent of the 200 Hz lowering. At 4 K they are \(+0.17\) Hz and \(-0.09\) Hz. A photonic crystal need not obey the length-like law, so the curvature value is a scale and not a prediction. Nor should the two values simply be added. If \(\omega_c(x)\) is the true resonance frequency with the element held at \(x\), its curvature already contains the pair contribution when \(\omega_c\gg\omega_m\): modulating one quadrature gives \(\omega_c\sqrt{1-2Gx/\omega_c}\), whose quadratic term \(-G^2x^2/(2\omega_c)\) is the pair shift found above.

**Q.** Silicon has a nonlinear refractive index of its own. Could I mistake that for the mechanical effect?

**A.** You could, since it also lowers the frequency as photons are added. A uniform field in a volume \((\lambda/n_{\rm Si})^3=0.088\ \mu\text{m}^3\), with index \(n_{\rm Si}=3.48\), has intensity \(I=1.25\times10^8\) W/m² for one stored photon. With a rough Kerr coefficient \(n_2=5\times10^{-18}\) m²/W, the index rises by \(n_2I\), and

\[
\Delta f\simeq-f_c\frac{n_2I}{n_{\rm Si}}\approx-35\ \text{kHz}
\]

per added photon, where \(f_c=193.4\) THz. This classical estimate applies to many photons. The comparable mechanical pull is \(2\times200=400\) Hz, so the electronic effect is larger by a factor of roughly 90 for this uniform field. The figure is an order of magnitude. For a standing wave with a Gaussian envelope and the same volume defined by the peak field, the pull is smaller by \(2^{3/2}\times4/3\approx3.8\): about 9 kHz, a factor near 20. Two-photon absorption, with a rough coefficient of \(8\times10^{-12}\) m/W, adds a loss rate over \(2\pi\) of about 14 kHz per stored photon, again for many photons. It also creates free carriers, which lower the index and raise the frequency. Their density grows as the square of the photon number, and near 1000 photons, with a carrier lifetime around a nanosecond, this opposite shift can match or exceed the Kerr shift.

**Q.** So how should the 200 Hz be read beside a real nanobeam?

**A.** As the contribution of one mechanical mode to the closed-system levels. The chosen frequencies and coupling lie in the rough range of gigahertz silicon nanobeams; quality factors vary widely between devices. Optical loss broadens the line by far more than the shift. The Kerr term alone adds a pull of order ten kilohertz per photon to the 400 Hz; under steady light, free carriers and heating add shifts that can be as large or larger, and the carrier shift has the opposite sign. Other mechanical modes add their own terms. An observed static pull therefore cannot be assigned to this one mode from its size alone. The numerical output lists the values used.

**Q.** Last objection. If I switch on a laser, may I keep the same diagonal Hamiltonian?

**A.** No. A drive contains terms proportional to \(a\) and \(a^\dagger\), which change \(N\). Under the displacement, \(a\) becomes \(e^{\beta K}a\), so the drive connects different photon numbers and can excite vibrations as it does so. The levels found here remain a useful basis, but they are no longer stationary states of the driven system. Steady illumination also heats the beam through absorption, which this Hamiltonian does not describe.

## Values computed for the example and the checks

```
MODEL, g0/wm = 0.4
n=0: lowering/(hbar wm) = 0.000000, bare phonons = 0.000000
n=1: lowering/(hbar wm) = 0.160000, bare phonons = 0.160000
n=2: lowering/(hbar wm) = 0.640000, bare phonons = 0.640000
n=3: lowering/(hbar wm) = 1.440000, bare phonons = 1.440000
second difference of levels/(hbar wm) = -0.320000
DEVICE INPUTS (rough typical values)
wavelength = 1550 nm
optical frequency = 193.41 THz
mechanical frequency = 5.0 GHz
g0/2pi = 1.0 MHz
effective mass = 100 fg
optical Q = 4.0e+05
DEVICE RESULTS
g0/wm = 2.00e-04
zero-point amplitude = 4.097 fm
G/2pi = 244.1 GHz/nm
force per photon = 161.7 fN
stiffness = 9.870e+04 N/m
static displacement per photon = 1.639 am
bare phonons for one photon = 4.00e-08
lowering, n=1: 200 Hz
lowering, n=2: 800 Hz
lowering, n=3: 1800 Hz
lowering, n=1000: 2e+08 Hz
lowering, n=1: 8.271e-13 eV
frequency pull per added photon = 400.0 Hz
turning photon number = 4.84e+11
length wc/G = 0.792 um
NEGLECTED EFFECTS
optical linewidth = 484 MHz
one-photon lowering / linewidth = 4.14e-07
linewidth / mechanical frequency = 0.097
300 K: thermal phonons = 1249.7
300 K: rms frequency wander = 50.0 MHz
300 K: curvature shift scale = 12.9 Hz
300 K: pair-term shift = -6.46 Hz
4 K: thermal phonons = 16.2
4 K: rms frequency wander = 5.8 MHz
4 K: curvature shift scale = 0.172 Hz
4 K: pair-term shift = -0.0862 Hz
silicon index = 3.48
Kerr coefficient (rough) = 5e-18 m^2/W
two-photon absorption (rough) = 8e-12 m/W
mode volume = 0.0884 um^3
intensity of one photon = 1.25e+08 W/m^2
Kerr pull per photon = 34.7 kHz
Kerr pull / optomechanical pull = 87
two-photon loss rate/2pi per photon = 13.7 kHz
```
